\section*{Centroid Time Origin and Pulse Variance in Laser-Flash Diffusivity Measurements}

\section{The error to be removed}

In a laser-flash measurement a short light pulse heats the front face of a plate, and the temperature of the rear face is recorded. The time taken to reach half of the final rise gives the thermal diffusivity, provided that the pulse is instantaneous. A real pulse delivers its energy over a finite time. If the clock starts when the pulse starts, the plate is charged with a delay that belongs to the lamp.

For a copper plate 1 mm thick the ideal half-rise time is about 1.2 ms. A flash whose energy arrives on average 0.2 ms after its start then makes the diffusivity almost 15\% too low, as worked out below. Moving the time origin to the centroid of the pulse energy removes the part of this error that is linear in the pulse width. What remains is, in general and to leading order, proportional to the temporal variance of the pulse. Its sign and size depend on the level at which the curve is read.

\section{Assumptions and statement}

The plate has thickness $L$ and constant, uniform diffusivity $\alpha$. It is opaque, heated uniformly over its front face, and loses no heat, so conduction is one-dimensional. All temperatures are rises above the initial uniform temperature, divided by the final rise. Let $V(t)$ be the rear-face rise after an instantaneous pulse at $t=0$, with $V=0$ for $t<0$, and define
\begin{equation}
\tau=\frac{L^2}{\pi^2\alpha}.
\end{equation}

The real pulse has absorbed power $w(s)\ge 0$, normalised to unit area and zero for $s<0$. Angle brackets denote averages weighted by $w$. The centroid, variance and third central moment are
\begin{equation}
t_c=\langle s\rangle,\qquad \sigma^2=\langle (s-t_c)^2\rangle,\qquad
\mu_3=\langle (s-t_c)^3\rangle .
\end{equation}
To give the word ``order'' a meaning, keep the pulse shape fixed and scale its width: $w(s)=g(s/\epsilon)/\epsilon$, where $g$ has a finite fourth moment. Then $t_c\propto\epsilon$, $\sigma^2\propto\epsilon^2$ and $\mu_3\propto\epsilon^3$.

\paragraph{Theorem.} Fix a level $0<f<1$ and let $V(t_f)=f$. Let $\theta_f$ be the time, counted from $t_c$, at which the rear face reaches $f$ under the real pulse. As $\epsilon\to0$,
\begin{equation}
\theta_f=t_f-\frac{\sigma^2}{2}\frac{V''(t_f)}{V'(t_f)}
+\frac{\mu_3}{6}\frac{V'''(t_f)}{V'(t_f)}+O(\epsilon^4).
\label{main}
\end{equation}
If the time is counted from another instant $t_0$, the term $t_c-t_0$ is added to the right-hand side.

An origin tied to the pulse shape, such as its start or its peak, has $t_0\propto\epsilon$. It leaves a first-order error unless it coincides with the centroid. The midpoint of a symmetric pulse does coincide with it; the peak of an asymmetric pulse in general does not. The variance term is the leading correction when $V''(t_f)\ne0$.

\section{The instantaneous response}

\paragraph{Lemma 1.} For $t>0$ the response has the two forms
\begin{align}
V(t)&=1+2\sum_{n=1}^{\infty}(-1)^n e^{-n^2t/\tau}, \label{modes}\\
V(t)&=2\sqrt{\frac{\pi\tau}{t}}\sum_{m=0}^{\infty}
\exp\!\left[-\frac{(2m+1)^2\pi^2\tau}{4t}\right]. \label{images}
\end{align}
Continued by zero to $t\le0$, $V$ is smooth with bounded derivatives, and $V'(t)>0$ for $t>0$.

\paragraph{Proof.} The insulated faces admit the modes $\cos(n\pi x/L)$. The heat equation makes mode $n$ decay at the rate $\alpha n^2\pi^2/L^2=n^2/\tau$. The initial normalised temperature is $L\delta(x)$, with all its weight just inside $x=0$, so that its mean over the plate is 1. The coefficient of mode $n\ge1$ is
\begin{equation}
\frac{2}{L}\int_0^L L\,\delta(x)\cos\frac{n\pi x}{L}\,dx=2 .
\end{equation}
At the rear face $\cos n\pi=(-1)^n$, which gives (\ref{modes}).

The same problem can be solved by reflection. An insulated face acts as a mirror, so the source at $x=0$ is replaced by sources of double strength at $x=2mL$, for all integers $m$, in an infinite medium. The rear face lies at odd multiples of $L$ from them, and
\begin{equation}
V(t)=\frac{2L}{\sqrt{4\pi\alpha t}}\sum_{m=-\infty}^{\infty}
\exp\!\left[-\frac{(2m+1)^2L^2}{4\alpha t}\right].
\end{equation}
The terms $m$ and $-m-1$ are equal, which doubles the sum over $m\ge0$. With $L^2/\alpha=\pi^2\tau$ the prefactor $2L/\sqrt{4\pi\alpha t}$ becomes $\sqrt{\pi\tau/t}$, and (\ref{images}) follows.

Every derivative of (\ref{images}) is a sum of powers of $1/t$ multiplied by factors $e^{-b/t}$ with $b>0$. It therefore vanishes as $t\to0^+$ and joins smoothly to zero. At late times (\ref{modes}) shows that all derivatives decay, so each is bounded.

For the sign of $V'$, use each form where it is convenient. A term of (\ref{images}) is proportional to $t^{-1/2}e^{-b/t}$ with $b\ge\pi^2\tau/4$. Its logarithmic derivative is $-1/(2t)+b/t^2$, which is positive for $t<2b$, and hence for all terms when $t<\pi^2\tau/2\approx4.9\,\tau$. From (\ref{modes}),
\begin{equation}
\tau V'=2\left(e^{-t/\tau}-4e^{-4t/\tau}+9e^{-9t/\tau}-\dots\right).
\end{equation}
The ratio of successive magnitudes is $[(n+1)/n]^2e^{-(2n+1)t/\tau}$, which is largest for $n=1$. It is below 1 when $4e^{-3t/\tau}<1$, that is, for $t>(\ln4)\,\tau/3\approx0.462\,\tau$. An alternating series with decreasing terms has the sign of its first term, so $V'>0$ there. The two ranges overlap and cover all $t>0$. $\square$

\section{Expansion about the centroid}

\paragraph{Lemma 2.} Let $T(t)$ be the rear-face rise under the real pulse and $\mu_4=\langle(s-t_c)^4\rangle$. Then
\begin{equation}
T(t_c+\theta)=V(\theta)+\frac{\sigma^2}{2}V''(\theta)
-\frac{\mu_3}{6}V'''(\theta)+R,\qquad
|R|\le\frac{\mu_4}{24}\max|V''''| .
\label{expansion}
\end{equation}

\paragraph{Proof.} The heat equation is linear and its coefficients do not depend on time. The energy $w(s)\,ds$ absorbed at time $s$ thus contributes $w(s)V(t-s)\,ds$, and
\begin{equation}
T(t)=\int_0^\infty w(s)V(t-s)\,ds .
\label{conv}
\end{equation}
Energy that has not yet arrived contributes nothing, because $V$ vanishes for negative argument. Put $t=t_c+\theta$ and $\delta=s-t_c$, so that $t-s=\theta-\delta$. Taylor's formula gives
\begin{equation}
V(\theta-\delta)=V-\delta V'+\frac{\delta^2}{2}V''-\frac{\delta^3}{6}V'''
+\frac{\delta^4}{24}V''''(\xi),
\end{equation}
where the first four terms are evaluated at $\theta$ and $\xi$ lies between $\theta$ and $\theta-\delta$. Lemma 1 permits this even if the interval contains zero. Averaging over the pulse removes the linear term, because $\langle\delta\rangle=0$ defines the centroid. The other averages give (\ref{expansion}). $\square$

The variance term has a simple meaning. The real signal is an average of copies of $V$ started at different times. Where $V$ curves downwards, such an average lies below the curve, and the level is reached late. Where $V$ curves upwards, it is reached early.

\section{Proof of the theorem}

By (\ref{conv}) and $V'>0$, $T$ rises strictly from 0 to 1 once energy has begun to arrive, so the level $f$ is reached once. Write $\theta_f=t_f+\eta$.

The size of $\eta$ comes first. Taylor's formula stopped at second order gives $|T(t_c+\theta)-V(\theta)|\le\frac12\sigma^2\max|V''|$ for every $\theta$. Near $t_f$ the slope of $V$ exceeds some $m>0$. For a sufficiently narrow pulse the crossing therefore lies within $\sigma^2\max|V''|/(2m)$ of $t_f$, and $\eta=O(\epsilon^2)$.

Now set $T=f$ in (\ref{expansion}) and expand about $t_f$:
\begin{equation}
f=V+\eta V'+O(\eta^2)+\frac{\sigma^2}{2}\left[V''+O(\eta)\right]
-\frac{\mu_3}{6}\left[V'''+O(\eta)\right]+O(\epsilon^4),
\end{equation}
with all derivatives at $t_f$. Here $\eta^2$ and $\sigma^2\eta$ are $O(\epsilon^4)$, and $\mu_3\eta$ is $O(\epsilon^5)$. Since $V(t_f)=f$,
\begin{equation}
0=\eta V'+\frac{\sigma^2}{2}V''-\frac{\mu_3}{6}V'''+O(\epsilon^4).
\end{equation}
Division by $V'>0$ gives (\ref{main}). The crossing occurs at the absolute time $t_c+\theta_f$; subtracting $t_0$ instead of $t_c$ adds $t_c-t_0$. $\square$

\section{Half rise and the corrected diffusivity}

Solving $V=1/2$ numerically from (\ref{modes}) gives $t_{1/2}=1.36976\,\tau$. Hence
\begin{equation}
\alpha=k\frac{L^2}{t_{1/2}},\qquad k=\frac{1.36976}{\pi^2}=0.13879 .
\end{equation}
Let $q=e^{-1.36976}=0.2542$. The derivatives at half rise are
\begin{align}
\tau V'&=2(q-4q^4+\dots)=0.4750,\\
\tau^2V''&=2(-q+16q^4-\dots)=-0.3755,\\
\tau^3V'''&=2(q-64q^4+729q^9-\dots)=-0.0194 .
\end{align}
The variance term is therefore $0.3755\,\sigma^2/(2\times0.4750\,\tau)=0.395\,\sigma^2/\tau$, a delay. The third-moment term is $-0.0068\,\mu_3/\tau^2$. It is small because $q=0.254$ and $64q^4=0.267$ nearly cancel in $V'''$. Pulse asymmetry thus has little effect at this order once the centroid is used.

For any level, define
\begin{equation}
B_f=-\frac{t_f}{2}\frac{V''(t_f)}{V'(t_f)},\qquad
\frac{\theta_f}{t_f}=1+B_f\frac{\sigma^2}{t_f^2}+O(\epsilon^3).
\end{equation}
At half rise $B=0.541$. Taking the reciprocal to the same order,
\begin{equation}
\frac1{t_{1/2}}=\frac1\theta\left(1+B\frac{\sigma^2}{t_{1/2}^2}\right)+O(\epsilon^3).
\end{equation}
Replacing $t_{1/2}$ by the measured $\theta$ inside the bracket changes the result at order $\epsilon^4$, since the two times differ by $O(\epsilon^2)$. This yields a correction that needs no prior knowledge of $\alpha$:
\begin{equation}
\alpha=k\frac{L^2}{\theta}\left(1+0.541\frac{\sigma^2}{\theta^2}\right)+O(\epsilon^3).
\label{corrected}
\end{equation}

For a rectangular pulse of length $p$, $t_c=p/2$ and
\begin{equation}
\sigma^2=\frac1p\int_{-p/2}^{p/2}\delta^2\,d\delta=\frac{p^2}{12}.
\end{equation}
The relative delay from the centroid is then $0.045\,(p/t_{1/2})^2$ to leading order. It reaches 1\% at $p\approx0.47\,t_{1/2}$. With the origin at the start of the same pulse, the linear term alone is $p/(2t_{1/2})\approx24\%$.

\section{Other levels and two limits}

The coefficient is $B=-0.13$ at $f=0.2$, $0.54$ at $f=0.5$ and $1.14$ at $f=0.8$. It changes sign at the inflection of the rise curve, found numerically at $t=0.906\,\tau$, where $f=0.244$. A reading at that level has no variance correction. For a sufficiently narrow pulse with $\mu_3\ne0$, the third-moment term of (\ref{main}) then leads; for a symmetric pulse that term also vanishes, and the remaining shift is of fourth order. The residue need not be small for a pulse of practical width: for the flash of the copper example below, the shift at this level is $-4.9$ $\mu$s, about 0.6\% of $t_f$, of which the third-moment term gives $-3.2$ $\mu$s.

At early times the first image dominates, $V\propto t^{-1/2}e^{-b/t}$ with $b=\pi^2\tau/4$. Each derivative then brings down a factor $b/t^2$ to leading order, so $V''/V'\approx b/t^2$ and
\begin{equation}
B_f\approx-\frac{b}{2t_f}=-\frac{\pi^2\tau}{8t_f}\qquad(t_f\ll\tau).
\end{equation}
The next term of $V''/V'$ is $-5/(2t)$, which adds $5/4$ to $B_f$ and cannot be dropped at readable levels: at $t_f=0.4\,\tau$, where $f=0.012$, the leading form gives $-3.08$, the added term brings it to $-1.83$, and the exact value is $-1.79$. The magnitude grows without limit as $t_f\to0$. The foot of the curve is thus a poor place to use the expansion, even if the pulse is short compared with $\tau$.

At late times $V\approx1-2e^{-t/\tau}$. For a pulse of finite length that has ended well before the reading,
\begin{equation}
T(t_c+\theta)\approx1-2e^{-\theta/\tau}\langle e^{\delta/\tau}\rangle .
\end{equation}
Setting this equal to $1-2e^{-t_f/\tau}$ gives
\begin{equation}
\theta_f-t_f=\tau\ln\langle e^{\delta/\tau}\rangle
=\frac{\sigma^2}{2\tau}+\frac{\mu_3}{6\tau^2}+O(\epsilon^4).
\end{equation}
This agrees with (\ref{main}), because $V''/V'=-1/\tau$ and $V'''/V'=1/\tau^2$ for a single exponential. Asymmetry is not suppressed here as it is at half rise.

\section{A copper heat-spreader plate}

Take $L=1$ mm and rough room-temperature values for copper: conductivity 400 W/(m K) and heat capacity 3.45 J/(cm$^3$ K). Their ratio is $\alpha=1.1594$ cm$^2$/s, which gives $\tau=0.8739$ ms and $t_{1/2}=1.1970$ ms. The extra digits serve to follow small differences within the model; they do not describe real copper.

Let the flash rise quickly and decay slowly,
\begin{equation}
w(s)=\frac{s}{a^2}e^{-s/a},\qquad a=0.1\ \mathrm{ms}.
\end{equation}
Its peak is at $s=a$. Since $\langle s^n\rangle=(n+1)!\,a^n$, the centroid is $2a=0.2$ ms and the variance is $6a^2-4a^2=2a^2$, so $\sigma=0.141$ ms. The third central moment is $(24-36+16)a^3=4a^3$.

Numerical quadrature of (\ref{conv}) and a root search place the half rise 1.4052 ms after the pulse start. This synthetic reading is now analysed as if $\alpha$ were unknown. With $L^2=0.01$ cm$^2$, the three origins give:
\begin{itemize}
\item Pulse start, 1.4052 ms: $\alpha=0.988$ cm$^2$/s, an error of $-14.8\%$.
\item Pulse peak, 1.3052 ms: $\alpha=1.063$ cm$^2$/s, an error of $-8.3\%$.
\item Centroid, 1.2052 ms: $\alpha=1.1515$ cm$^2$/s, an error of $-0.68\%$.
\end{itemize}
Errors are relative to the input diffusivity. The variance correction (\ref{corrected}) multiplies the last value by
\begin{equation}
1+0.5414\,\frac{2(0.1)^2}{(1.2052)^2}=1.0075,
\end{equation}
giving $1.1601$ cm$^2$/s, with an error of $+0.06\%$.

The small overcorrection comes mainly from truncating the expansion of the delay; taking the reciprocal and using $\theta$ in the bracket lower it by only about 0.01 percentage points. The true delay from the centroid is 8.18 $\mu$s. The variance term predicts 9.05 $\mu$s and the third-moment term $-0.04$ $\mu$s. The remaining $-0.83$ $\mu$s is of fourth and higher order, about 9\% of the variance term.

\section{What a real specimen adds}

The variance correction is worth making when other delays are known to better than about 8 $\mu$s in this example. An error in the centroid enters at first order, so the pulse shape must be recorded with that accuracy. Thickness matters as well: since $\alpha\propto L^2$, an error of 0.37\%, or 3.7 $\mu$m, changes $\alpha$ by about as much as the variance correction of 0.75\%.

A linear detector smooths the signal once more. If its response is $r(t)=e^{-t/\tau_d}/\tau_d$, the recorded signal is $V$ convolved with both $w$ and $r$. Together they form one effective pulse, whose delay is the sum of two independently distributed delays. Means and variances of such delays add, so $t_c$ becomes $t_c+\tau_d$ and $\sigma^2$ becomes $\sigma^2+\tau_d^2$. For an assumed $\tau_d=10$ $\mu$s, numerical inversion of the Laplace-transformed signal gives an added delay of 10.04 $\mu$s, or 0.84\% of $t_{1/2}$. Nearly all of it is removed by including $\tau_d$ in the centroid.

Bare copper reflects much of the light. A graphite coating on its faces raises the absorption, but it breaks the assumption of a uniform plate. Assume 5 $\mu$m on each face, with conductivity 2 W/(m K) and heat capacity 1.5 J/(cm$^3$ K); these are rough values, and sprayed coatings vary. Laplace inversion for the three-layer stack, with the same flash and perfect contact between layers, gives an added delay of 29 $\mu$s, or 2.4\% of $t_{1/2}$. For this thin, highly conducting plate the coating matters more than the pulse variance and needs a layered analysis.

Surface loss is negligible here. An assumed emissivity of 0.9 and a convection coefficient of 5 W/(m$^2$ K) give a total of 10.5 W/(m$^2$ K) at 300 K. The Biot number, loss coefficient times thickness over conductivity, is $2.6\times10^{-5}$. In a finite-volume calculation for an instantaneous pulse, with half rise defined relative to the peak, this loss changes the half-rise time by $-0.005\%$.

The temperature rise itself also changes the diffusivity. An assumed absorbed fluence of 0.5 J/cm$^2$ gives a final rise of 1.45 K. For the uncoated plate, time-stepping the heat equation on 200 cells gives a highest rise of 6.4 K in the 5 $\mu$m cell at the front; with finer cells the front value rises by a little under 0.1 K. With a rough slope of $-0.05\%$ per kelvin, the diffusivity there falls briefly by 0.32\%. This is a local change at one moment; if the whole slope is assigned to the conductivity, nonlinear time-stepping delays the half rise by 0.8 $\mu$s, or 0.07\%, about the size of the error left after the variance correction. With the graphite layers assumed above, the copper face warms by about the same amount, but the outer graphite surface rises by about 50 K, so the temperature dependence of the coating may matter too.
